# The jj-coupled Landé factor and the g-sum rule for sp

## Question

I have two electrons in jj coupling. Electron 1 has angular momentum $j_1$ and Landé factor $g(j_1)$, electron 2 has $j_2$ and $g(j_2)$, and they couple to a total $J$. I need the Landé factor $g_J$ of the coupled level.

My guess was to average the two one-electron factors. For an sp configuration I took $g(s_{1/2})=2$, $g(p_{1/2})=2/3$ and $g(p_{3/2})=4/3$. The average gives $4/3$ for the $J=1$ level of $(1/2,1/2)$ and $5/3$ for the $J=1$ level of $(1/2,3/2)$, so the sum is $3$.

I am told that the $g$ factors of the two $J=1$ levels must have the same sum in jj and in LS coupling. The LS factors are $1$ for $^1P_1$ and $3/2$ for $^3P_1$, and they do not add to $3$. What is the right formula, how is it derived without arrows precessing about each other, and why should the sums agree at all?

## Answer

The average is right when $j_1=j_2$, so your first value stands. The second is wrong, because two unequal angular momenta do not contribute equally to $\mathbf J$. The correct weights follow from the commutation relations.

### What has to be calculated

I measure angular momenta in units of $\hbar$ and use Hartree atomic units, in which the Bohr magneton is $\mu_B=1/2$. Write $g_1=g(j_1)$ and $g_2=g(j_2)$. The moments are $\boldsymbol\mu_i=-\mu_B g_i\mathbf j_i$, so the energy $-\boldsymbol\mu\cdot\mathbf B$ in a field along $z$ is

$$H_B=\mu_B B\,(g_1 j_{1z}+g_2 j_{2z}).$$

The factor $g_J$ is defined by the first-order shift $\mu_B g_J B M$ of the state $|JM\rangle$. We therefore need the matrix elements of $\mathbf j_1$ and $\mathbf j_2$ within one level of fixed $j_1$, $j_2$, $J$.

### A commutator that fixes the weights

Let $K=\mathbf j_1\cdot\mathbf j_2$ and $\mathbf C=\mathbf j_1\times\mathbf j_2$. Components of $\mathbf j_1$ commute with those of $\mathbf j_2$, and $[j_{1a},j_{1b}]=i\sum_c\epsilon_{abc}j_{1c}$. Hence

$$[K,j_{1b}]=\sum_a[j_{1a},j_{1b}]\,j_{2a}=i\sum_{ac}\epsilon_{bca}\,j_{1c}j_{2a}=iC_b ,$$

where $\epsilon_{abc}=\epsilon_{bca}$ was used. Since $K=\tfrac12(\mathbf J^2-\mathbf j_1^2-\mathbf j_2^2)$ commutes with $\mathbf J=\mathbf j_1+\mathbf j_2$, it follows that $[K,j_{2b}]=-iC_b$.

Now apply the product rule to $C_b=\sum_{cd}\epsilon_{bcd}\,j_{1c}j_{2d}$:

$$[K,C_b]=\sum_{cd}\epsilon_{bcd}\,(iC_c\,j_{2d}-i\,j_{1c}C_d)=i\left[(\mathbf C\times\mathbf j_2)_b-(\mathbf j_1\times\mathbf C)_b\right].$$

The first double product needs $\sum_c\epsilon_{bcd}\epsilon_{cef}=\delta_{de}\delta_{bf}-\delta_{df}\delta_{be}$:

$$(\mathbf C\times\mathbf j_2)_b=\sum_d j_{1d}\,j_{2b}\,j_{2d}-j_{1b}\,\mathbf j_2^2=j_{2b}K-j_{1b}\,\mathbf j_2^2 .$$

Here $j_{1d}$ was moved past $j_{2b}$, with which it commutes. The second needs $\sum_d\epsilon_{bcd}\epsilon_{def}=\delta_{be}\delta_{cf}-\delta_{bf}\delta_{ce}$:

$$(\mathbf j_1\times\mathbf C)_b=\sum_c j_{1c}\,j_{1b}\,j_{2c}-\mathbf j_1^2\,j_{2b}=K j_{1b}-\mathbf j_1^2\,j_{2b}.$$

Together,

$$[K,\mathbf C]=i\left\{\mathbf j_2K-\mathbf j_1\,\mathbf j_2^2-K\mathbf j_1+\mathbf j_1^2\,\mathbf j_2\right\}.$$

Take matrix elements of this between $\langle JM'|$ and $|JM\rangle$ of the same level. With $\lambda_i=j_i(j_i+1)$, $K$ acts on either state as the number

$$\kappa=\tfrac12\left[J(J+1)-\lambda_1-\lambda_2\right].$$

The left side becomes $(\kappa-\kappa)\langle\mathbf C\rangle=0$, where $\langle\cdot\rangle$ stands for any such matrix element. The right side then gives

$$(\kappa+\lambda_1)\langle\mathbf j_2\rangle=(\kappa+\lambda_2)\langle\mathbf j_1\rangle .$$

Insert $\langle\mathbf j_2\rangle=\langle\mathbf J\rangle-\langle\mathbf j_1\rangle$ and collect terms:

$$(\kappa+\lambda_1)\langle\mathbf J\rangle=(2\kappa+\lambda_1+\lambda_2)\langle\mathbf j_1\rangle=J(J+1)\langle\mathbf j_1\rangle .$$

For $J>0$ we may divide. Since $\kappa+\lambda_1=\tfrac12[J(J+1)+\lambda_1-\lambda_2]$,

$$\langle\mathbf j_1\rangle=\frac{J(J+1)+\lambda_1-\lambda_2}{2J(J+1)}\,\langle\mathbf J\rangle ,$$

and exchanging the labels gives $\langle\mathbf j_2\rangle$. Multiplying by $g_1$ and $g_2$ and adding yields the formula you want:

$$g_J=\frac{g_1\,[J(J+1)+\lambda_1-\lambda_2]+g_2\,[J(J+1)+\lambda_2-\lambda_1]}{2J(J+1)} .$$

The two weights add to 1, so $g_1=g_2=g$ gives $g_J=g$. For $j_1=j_2$ both weights are $1/2$, which is your average. For $J=0$ there is only $M=0$, hence no linear splitting and no $g$ factor to define.

### The one-electron factors

The derivation used only two commuting angular momenta with sharp squares. It therefore also applies to $\mathbf l$ and $\mathbf s$ of one electron, whose moment is $-\mu_B(\mathbf l+2\mathbf s)$ when the spin factor is taken as 2. With factors 1 and 2,

$$g(j)=\frac{[j(j+1)+l(l+1)-\tfrac34]+2\,[j(j+1)+\tfrac34-l(l+1)]}{2j(j+1)}=\frac{3j(j+1)+\tfrac34-l(l+1)}{2j(j+1)} .$$

This gives

$$g(s_{1/2})=\frac{3}{3/2}=2,\qquad g(p_{1/2})=\frac{1}{3/2}=\frac23,\qquad g(p_{3/2})=\frac{10}{15/2}=\frac43 .$$

Your inputs were correct.

### The two J = 1 levels in both schemes

Let electron 1 be the s electron. For $(1/2,1/2)$ the weights are equal:

$$g=\tfrac12\left(2+\tfrac23\right)=\tfrac43 .$$

For $(1/2,3/2)$ we have $J(J+1)=2$, $\lambda_1=3/4$ and $\lambda_2=15/4$:

$$g=\frac{2\,(2+\tfrac34-\tfrac{15}{4})+\tfrac43\,(2+\tfrac{15}{4}-\tfrac34)}{4}=\frac{-2+\tfrac{20}{3}}{4}=\frac76 .$$

The weight of the s electron is $-1/4$: its angular momentum points, on average, against $\mathbf J$. Your average gave it $+1/2$. The correct jj sum is $4/3+7/6=5/2$.

In LS coupling the same formula is used with $\mathbf L$ (factor 1) and $\mathbf S$ (factor 2). For $^1P_1$, $S=0$ and the weight of $\mathbf L$ is $(2+2-0)/4=1$, so $g=1$. For $^3P_1$, $L=S=1$ and both weights are $1/2$, so $g=(1+2)/2=3/2$. The sum is again $5/2$.

### Why the sums agree

An sp configuration has $2\times6=12$ states. In jj coupling, $(1/2,1/2)$ gives $J=0,1$ and $(1/2,3/2)$ gives $J=1,2$. In LS coupling the levels are $^1P_1$ and $^3P_{0,1,2}$. Either way there are two states with $J=1$, $M=1$. If both p levels share one radial function, the two pairs are orthonormal bases of the same two-dimensional space.

Let $O=L_z+2S_z$. Its diagonal element in a state with $M=1$ is that state's $g$. For bases $|a\rangle$ and $|n\rangle$ of this space,

$$\sum_a\langle a|O|a\rangle=\sum_{a,n}\langle a|O|n\rangle\langle n|a\rangle=\sum_n\langle n|\Big(\sum_a|a\rangle\langle a|\Big)O|n\rangle=\sum_n\langle n|O|n\rangle .$$

The sum is a trace, and a trace does not depend on the basis.

The individual values do depend on it. $O$ is diagonal in the LS basis, because $L_z$ and $S_z$ cannot change the total spin from 0 to 1. In the jj basis it has an off-diagonal element $c$, since $l_z+2s_z$ connects $p_{1/2}$ with $p_{3/2}$. The determinant is also independent of the basis, so

$$\tfrac43\cdot\tfrac76-|c|^2=1\cdot\tfrac32\quad\Rightarrow\quad|c|^2=\tfrac1{18},\qquad|c|\approx0.2357 .$$

A state with $^3P_1$ weight $w$ and $^1P_1$ weight $1-w$ has

$$g=\tfrac32w+(1-w)=1+\tfrac w2 .$$

The jj values thus tell us that $w=2/3$ for $(1/2,1/2)$ and $w=1/3$ for $(1/2,3/2)$.

I have labelled the electrons, although they are identical. Antisymmetrizing adds cross terms in which s and p orbitals are exchanged. Each contains an s–p overlap, which vanishes, so the matrix of $O$ is unchanged.

For a general spin factor $g_s$, the LS values give the sum $1+(1+g_s)/2=(3+g_s)/2$, and the trace argument carries this over to jj coupling. The free-electron value $g_s=2.002319$ gives $2.501160$ in this non-relativistic model. In an atom the last digits do not hold, because relativistic changes of the one-electron factors, of order $(Z\alpha)^2$ with $Z$ the effective charge and $\alpha$ the fine-structure constant, also shift the sum.

The $J=2$ level is a further check. There is one such level, so its $g$ must itself agree. In jj coupling the weights are $1/4$ and $3/4$, giving $2/4+(4/3)(3/4)=3/2$. For $^3P_2$ the weights of $\mathbf L$ and $\mathbf S$ are equal, giving $3/2$ as well.

### Between the two limits

Take a model in which electron repulsion puts the triplet at $-G$ and the singlet at $+G$, and the p electron has spin-orbit energy $\zeta\,\mathbf l\cdot\mathbf s$, with $G,\zeta>0$. From $\mathbf l\cdot\mathbf s=\tfrac12[j(j+1)-2-\tfrac34]$, the spin-orbit energy is $-\zeta$ for $p_{1/2}$ and $+\zeta/2$ for $p_{3/2}$.

The weights just found give its diagonal elements in the LS basis:

$$^3P_1:\ \tfrac23(-\zeta)+\tfrac13\cdot\tfrac\zeta2=-\tfrac\zeta2,\qquad ^1P_1:\ \tfrac13(-\zeta)+\tfrac23\cdot\tfrac\zeta2=0 .$$

Its determinant is $-\zeta^2/2$, so the off-diagonal element $d$ obeys $|d|^2=\zeta^2/2$. In the order $^3P_1$, $^1P_1$, the full matrix is

$$H=\begin{pmatrix}-G-\zeta/2&d\\ d^*&G\end{pmatrix}.$$

The mean of the diagonal is $-\zeta/4$ and half its difference is $D=G+\zeta/4$. The energies are therefore

$$E_\pm=-\frac\zeta4\pm R,\qquad R=\sqrt{D^2+\zeta^2/2} .$$

Since $H+\zeta/4$ has eigenvalues $\pm R$, the projector on the lower state is $\tfrac12[1-(H+\zeta/4)/R]$. Its $^3P_1$ diagonal element is the triplet weight $w=\tfrac12(1+D/R)$. The upper state has the weight $1-w$. With $g=1+w/2$,

$$g_{\rm lower}=\frac54+\frac{D}{4R},\qquad g_{\rm upper}=\frac54-\frac{D}{4R} .$$

What one level gains, the other loses. For $\zeta/G\to0$, $D/R\to1$ and the values are $3/2$ and $1$. For $\zeta/G\to\infty$, $D/R\to(1/4)/(3/4)=1/3$ and they are $4/3$ and $7/6$.

As round model parameters take $G=0.0100$ and $\zeta=0.0200$ hartree. Then $D=0.0150$ hartree and $R=\sqrt{0.000225+0.000200}=0.020616$ hartree. The energies are $-0.005000\mp0.020616$, that is, $-0.025616$ and $0.015616$ hartree. The factors are

$$g=1.25\pm\frac{0.0150}{4\times0.020616}=1.4319\ \text{and}\ 1.0681 ,$$

with sum $2.5000$. The slopes of the $M=1$ energies with respect to $\mu_BB$, found by finite differences at small field, give the same two factors to the digits shown.

Although $\zeta$ is twice $G$ here, the factors are still nearer to the LS pair. The same formula gives the factors at other ratios. At $\zeta/G=10$ the lower level has $g=1.3609$, and at $100$ it has $1.3363$, against the limit $1.3333$.

The approach to the jj limit is linear in $G/\zeta$. To see this, differentiate $D/R$ with respect to $D$, which gives $(\zeta^2/2)/R^3$. At $G=0$, where $R=3\zeta/4$, this is $32/(27\zeta)$. Hence $g_{\rm lower}\approx4/3+(8/27)\,G/\zeta$, or $0.00296$ above the limit at $\zeta/G=100$, where the full formula gives $0.00294$. Near the LS limit, by contrast, $D/R\approx1-\zeta^2/(4G^2)$, so the leading deviation is quadratic in $\zeta/G$.

### When the rule does not apply

- **Strong fields.** The $g$ factor is a first-order quantity, so $\mu_BB$ must be small compared with the spacings between the states that the field mixes. A field along $z$ mixes only states of equal $M$. Near the jj limit the smallest of these spacings is set by $G$, not $\zeta$. The $J=0$ level lies at $-\zeta-G$, and the $J=1$ level of the same pair at $-\zeta+\tfrac23(-G)+\tfrac13G=-\zeta-G/3$, which is $2G/3$ higher. The field mixes their $M=0$ states. The $M=\pm1$ states of this $J=1$ level have no partner so close, and their shifts stay linear up to larger fields. The upper $J=1$ level is different. It lies at $\zeta/2+\tfrac13(-G)+\tfrac23G=\zeta/2+G/3$, only $4G/3$ above the $J=2$ level at $\zeta/2-G$, and the field mixes their $M=\pm1$ states. The sum $5/2$ of the two $J=1$ factors therefore describes the shifts only while $\mu_BB\ll G$.
- **Configuration mixing.** If other configurations mix in, the trace runs over all the mixed $J=1$ levels, and two of them alone need not add to $5/2$.
- **Relativistic orbitals.** In a four-component treatment, $p_{1/2}$ and $p_{3/2}$ have different radial functions, and the small components alter the moments. For a pure jj level the formula for $g_J$ can still be used with the altered one-electron factors, because rotational symmetry makes each electron's moment within its level proportional to $\mathbf j_i$. The values $2$, $2/3$, $4/3$ and the sum $5/2$ then hold only approximately.

## Values computed for the example and the checks

```
coupling formula: number of (ja,jb,J) cases tested = 14
largest error of commutator identity = 1.4e-14
largest error of coupling formula = 5.3e-14
All g factors are dimensionless; gs = 2 unless stated
g(s1/2) = 2.000000
g(p1/2) = 0.666667
g(p3/2) = 1.333333
jj: g(1/2,1/2; J=1) = 1.333333
jj: g(1/2,3/2; J=1) = 1.166667
jj: sum for J=1 = 2.500000
LS: g(1P1) = 1.000000
LS: g(3P1) = 1.500000
LS: sum for J=1 = 2.500000
J=2: g in jj = 1.500000, g in LS = 1.500000
size of off-diagonal moment element, jj basis = 0.235702
eigenvalues of moment matrix = 1.000000, 1.500000
3P1 weight in (1/2,1/2; J=1) = 0.666667
3P1 weight in (1/2,3/2; J=1) = 0.333333
free-electron gs = 2.002319, J=1 sum = 2.501160
model: G = 0.0100 hartree, zeta = 0.0200 hartree
model: R = 0.020616 hartree
lower J=1 level: E = -0.025616 hartree, g = 1.431902
upper J=1 level: E = 0.015616 hartree, g = 1.068098
model: sum of g = 2.500000
field step for slopes = 1.0e-05 atomic units
g from slopes: lower = 1.43190, upper = 1.06810
scan: zeta/G, g lower, g upper, sum
     0.0  1.500000  1.000000  2.500000
     0.1  1.499407  1.000593  2.500000
     1.0  1.467597  1.032403  2.500000
     2.0  1.431902  1.068098  2.500000
    10.0  1.360902  1.139098  2.500000
   100.0  1.336276  1.163724  2.500000
 10000.0  1.333363  1.166637  2.500000
```
